\section*{Thermal Structure Functions: Capacitance against Resistance in One-Dimensional Heat Flow}

A stack of three layers, the first of them a chip, carries heat from the chip's heated face to a surface at ambient temperature. Its middle layer, a joint 0.050 mm thick, holds 0.0100 J/K of the total heat capacity of 0.7700 J/K, but 0.2500 K/W of the total resistance of 0.3333 K/W. Replace this joint by one that is four times as thick, conducts four times as well and stores a quarter as much heat per volume. The thermal impedance at the heated face, computed at three widely spaced rates, keeps all six printed decimals: at the rate $100\ \mathrm{s^{-1}}$ it is 0.098929 K/W before and after. Reversing the order of the layers, which also preserves both totals, changes the impedance at $1000\ \mathrm{s^{-1}}$ from 0.021624 to 0.008575 K/W. Something finer than the totals, but coarser than the list of materials and thicknesses, determines what the heated face can tell.

Let $x$ be the distance from the heated face along the path, $A(x)$ the cross-section, $k(x)$ the conductivity and $c(x)$ the heat capacity per volume. The flow is one-dimensional in this sense: each cross-section is isothermal, and no heat enters or leaves through the sides or is generated inside. The material properties do not depend on temperature. The temperature $T(x,t)$ is measured from ambient and is zero before heating starts, and $P(x,t)$ is the heat flow in watts, positive away from the heated face. A slice of thickness $dx$ stores the heat $cA\,T\,dx$ and gains $P(x)-P(x+dx)$ per unit time. Energy balance and Fourier's law therefore read
\begin{equation}
cA\,\frac{\partial T}{\partial t}=-\frac{\partial P}{\partial x},\qquad
P=-kA\,\frac{\partial T}{\partial x}.
\label{balance}
\end{equation}
The slice has resistance $dx/(kA)$ and capacitance $cA\,dx$. Summed from the heated face, these give
\begin{equation}
R(x)=\int_0^x\frac{dx'}{k(x')A(x')},\qquad C(x)=\int_0^x c(x')A(x')\,dx'.
\end{equation}
Since $kA>0$, $R$ increases steadily with $x$ and can label positions, so $C$ is a function of $R$. Where $k$, $c$ and $A$ are continuous, its slope is
\begin{equation}
K(R)\equiv\frac{dC}{dR}=\frac{dC/dx}{dR/dx}=\frac{cA}{1/(kA)}=c\,k\,A^2 .
\label{slope}
\end{equation}
The thickness of the slice cancels. The area enters squared because a wider slice both stores more heat and resists less. At a boundary between materials the slope has two one-sided values. A contact resistance without heat capacity advances $R$ but not $C$, and appears as an interval with $K=0$.

For the die of the example, $k=150$ W/(m K), $c=1.60\times10^6$ J/(m$^3$ K), $A=10^{-4}$ m$^2$ and the thickness is 0.500 mm. Hence
\begin{align}
R_1&=\frac{5\times10^{-4}}{150\times10^{-4}}=0.0333\ \mathrm{K/W},\nonumber\\
C_1&=1.60\times10^6\times10^{-4}\times5\times10^{-4}=0.0800\ \mathrm{J/K},\nonumber\\
K_1&=1.60\times10^6\times150\times10^{-8}=2.40\ \mathrm{J\,W/K^2},
\end{align}
and $C_1/R_1$ gives the same slope. The joint has $K_2=0.0400$ and the base $K_3=13.6$ J W/K$^2$, with $R_3=0.0500$ K/W and $C_3=0.6800$ J/K. The curve $C(R)$ thus consists of a moderately steep piece, a long, nearly flat one and a short, steep one.

To see why this curve governs the response, use $R$ as the coordinate. Since $\partial/\partial x=(kA)^{-1}\partial/\partial R$, the two equations in (\ref{balance}) become
\begin{equation}
P=-\frac{\partial T}{\partial R},\qquad
cA\,\frac{\partial T}{\partial t}=-\frac{1}{kA}\frac{\partial P}{\partial R}.
\end{equation}
Multiplying the second by $kA$ and inserting the first gives
\begin{equation}
K(R)\,\frac{\partial T}{\partial t}=\frac{\partial^2T}{\partial R^2}.
\label{heatR}
\end{equation}
At the heated face $-\partial T/\partial R$ equals the applied power, and at the far end, $R=R_t$, $T=0$. At perfect contacts $T$ and $P=-\partial T/\partial R$ are continuous. Nothing in this problem refers to $k$, $c$, $A$ or length separately. Two paths with the same $K(R)$ and the same $R_t$ therefore have the same temperature at the heated face for every heating history. The replaced joint has resistance $2\times10^{-4}/(8\times10^{-4})=0.25$ K/W and slope $5\times10^5\times8\times10^{-8}=0.04$ J W/K$^2$, both unchanged. The reversed stack has a different $K(R)$.

The converse question is whether the response at the heated face determines $K(R)$. Take Laplace transforms in time, marked by hats, with real $s>0$, and let $Z(R,s)=\hat T/\hat P$ be the impedance seen from position $R$ towards ambient. The equations are $\hat T'=-\hat P$ and $\hat P'=-sK\hat T$, where a prime on $\hat T$, $\hat P$ or $Z$ means $d/dR$. The quotient rule gives
\begin{equation}
\frac{dZ}{dR}=\frac{\hat T'}{\hat P}-\frac{\hat T\hat P'}{\hat P^2}
=-1+sK(R)\,Z^2,\qquad Z(R_t,s)=0.
\label{riccati}
\end{equation}
Division by $\hat P$ is safe: going back from the far end, where $\hat T=0$ and $\hat P>0$, neither quantity can decrease.

The slow limit shows how position weights the stored heat. Put $u=R_t-R$, the resistance left before ambient, so that $dZ/du=1-sKZ^2$. To zeroth order in $s$, $Z=u$. Inserting this on the right and integrating over the whole path gives, at the heated face,
\begin{equation}
Z(0,s)=R_t-s\int_0^{R_t}K(R)\,(R_t-R)^2\,dR+O(s^2).
\label{slow}
\end{equation}
For the stack, the integral has the contributions
\begin{align}
\text{die:}\quad&2.4\,[(1/3)^3-0.3^3]/3=0.00803,\nonumber\\
\text{joint:}\quad&0.04\,(0.3^3-0.05^3)/3=0.00036,\nonumber\\
\text{base:}\quad&13.6\times0.05^3/3=0.00057,
\end{align}
in K s/W. At $s=1\ \mathrm{s^{-1}}$ the first-order result is 0.3244 K/W, against the full value 0.3246 K/W. The base holds 88\% of the heat capacity but supplies 6\% of this correction, because it stays close to ambient.

The fast limit leads to the inverse problem. Consider a uniform first section with slope $K_1$ and resistance $R_1$, followed by any path of impedance $Z_b$. Write $q=\sqrt{sK_1}$ and $z=1/q$. Inside the section $\hat T''=q^2\hat T$. With $v$ the resistance counted back from the section's far side, where the values are $\hat T_b$ and $\hat P_b$, the solution is
\begin{equation}
\hat T=\hat T_b\cosh qv+z\hat P_b\sinh qv,\qquad
\hat P=\frac{d\hat T}{dv}=q\hat T_b\sinh qv+\hat P_b\cosh qv .
\end{equation}
Set $v=R_1$, divide the two, and divide numerator and denominator by $\hat P_b\cosh qR_1$. With $\tau=\tanh qR_1$,
\begin{equation}
Z=\frac{Z_b+z\tau}{1+Z_b\tau/z}=z\,\frac{Z_b+z\tau}{z+Z_b\tau}.
\label{section}
\end{equation}
Subtracting and adding $z$ gives
\begin{equation}
Z-z=\frac{z(Z_b-z)(1-\tau)}{z+Z_b\tau},\qquad
Z+z=\frac{z(Z_b+z)(1+\tau)}{z+Z_b\tau}.
\end{equation}
Because $(1-\tau)/(1+\tau)=e^{-2qR_1}$, the ratio is
\begin{equation}
\rho\equiv\frac{Z-z}{Z+z}=\Gamma\,e^{-2R_1\sqrt{sK_1}},\qquad
\Gamma=\frac{Z_b-z}{Z_b+z}.
\label{echo}
\end{equation}
Here $\rho$ is an echo from the end of the section, damped on the way there and back. Since $Z_b\ge0$, $|\Gamma|\le1$, so $\rho\to0$ as $s\to\infty$. Then $Z/z=(1+\rho)/(1-\rho)\to1$, and
\begin{equation}
K_1=\lim_{s\to\infty}\frac{1}{s\,Z(0,s)^2}.
\label{K1}
\end{equation}

Once $K_1$ is known, $z$ and $\rho$ are known. If the next section has slope $K_2>0$, the same argument gives $Z_b\sqrt{sK_2}\to1$, so that
\begin{equation}
\Gamma\to\frac{K_2^{-1/2}-K_1^{-1/2}}{K_2^{-1/2}+K_1^{-1/2}}
=\frac{\sqrt{K_1}-\sqrt{K_2}}{\sqrt{K_1}+\sqrt{K_2}}.
\end{equation}
This is not zero, since neighbouring sections with equal slopes count as one. If ambient follows, $Z_b=0$ and $\Gamma=-1$. If a pure contact resistance follows, $Z_b$ tends to a positive constant while $z\to0$, and $\Gamma\to1$. In each case $\ln|\Gamma|$ stays bounded, and (\ref{echo}) yields
\begin{equation}
R_1=-\lim_{s\to\infty}\frac{\ln|\rho|}{2\sqrt{sK_1}} .
\end{equation}
Now solve (\ref{section}) for what lies behind. From $Z(z+Z_b\tau)=z(Z_b+z\tau)$, collecting the terms in $Z_b$ gives $Z_b(z-Z\tau)=z(Z-z\tau)$, hence
\begin{equation}
Z_b=z\,\frac{Z-z\tau}{z-Z\tau}.
\label{strip}
\end{equation}
The first section has been removed, and the procedure starts again with $Z_b$. A contact resistance at the front is even simpler: with $K=0$, (\ref{riccati}) gives $Z=R_c+Z_b$, and since $Z_b\to0$ at large $s$ when a section with $K>0$ follows, $R_c$ is the limit of $Z$. For a path of finitely many uniform sections, the impedance at the heated face thus determines $K(R)$ uniquely. It does not determine $k$, $c$ and $A$ separately.

Applied to the impedance of the stack, this removal returned all three slopes and the first two resistances. Each of these resistances was taken from the difference of $\ln|\rho|$ at two values of $s$, in which the nearly constant $\ln|\Gamma|$ cancels; a single value of $s$ would converge much more slowly. The third resistance followed by subtracting these two from the total, which is the limit of $Z$ at small $s$. All six values agree with the true ones within the tested relative tolerance of $10^{-5}$. The impedance was evaluated to 400 digits, however, and equation (\ref{echo}) shows why ordinary double precision would not suffice at the large $s$ used here. A uniform section damps a wave by $\exp(-\sqrt{sR_iC_i})$ per passage, because $R_i\sqrt{K_i}=\sqrt{R_iC_i}$. For die and joint these roots are 0.0516 and 0.0500 $\mathrm{s^{1/2}}$. At $s=1000\ \mathrm{s^{-1}}$ an echo from the front of the base is damped on its double passage by $\exp(-2\times0.1016\times31.6)\approx0.0016$. Crossing the die--joint boundary twice and reflecting at the base reduce it further, to a contribution of about $6\times10^{-4}$ in $|\rho|$. Larger $s$ isolates the first section better but hides the base more deeply. The removal procedure proves uniqueness, but at such large $s$ it is severely sensitive to noise.

The same rate shows how (\ref{K1}) is approached. The impedance 0.021624 K/W gives $1/(sZ^2)=2.14$ J W/K$^2$, 11\% below the die's slope. For the die--joint boundary $\Gamma\approx(1.549-0.200)/(1.549+0.200)=0.771$, and the damping factor is $\exp(-2\times0.0516\times31.6)=0.038$, so $\rho\approx0.029$. Equation (\ref{echo}) then predicts $2.40\,[(1-\rho)/(1+\rho)]^2\approx2.13$ J W/K$^2$. The shortfall comes mainly from the echo at the front of the joint. The reversed stack gives $1/(1000\times0.008575^2)=13.6$ J W/K$^2$, the slope of the base, which is now in front.

In the time domain, let $a(t)$ be the temperature rise at the heated face per watt of constant power switched on at $t=0$. Its transform is $Z/s$, which at large $s$ becomes $s^{-3/2}/\sqrt{K_1}$. The inverse transform of $s^{-3/2}$ is $2\sqrt{t/\pi}$, so
\begin{equation}
a(t)\simeq2\sqrt{\frac{t}{\pi K_1}},\qquad t\ll R_1C_1 .
\label{early}
\end{equation}
The time scale follows from the first echo, whose transform contains $e^{-2\sqrt{sR_1C_1}}$ and whose contribution in time carries the factor $e^{-R_1C_1/t}$. For the die $R_1C_1=2.67$ ms. At $t=0.20$ ms the exponent is 13.3 and the factor about $2\times10^{-6}$. Equation (\ref{early}) gives $a=2\sqrt{2\times10^{-4}/(2.4\pi)}=0.01030$ K/W, as does the response computed from the thermal modes of the stack.

These modes also give a second route to the curve $C(R)$, provided their decay rates and weights are known. Here both are computed from the model of the stack; extracting many of them from a measured response would again be very sensitive to noise. Let $\phi_n$ satisfy $-\phi_n''=\lambda_nK\phi_n$ with $\phi_n'(0)=0$, $\phi_n(R_t)=0$ and $\int K\phi_n^2\,dR=1$. Multiply $sK\hat T=\hat T''$ by $\phi_n$ and integrate twice by parts. The one surviving boundary term is $-\phi_n(0)\hat T'(0)=\phi_n(0)\hat P(0)$, so the coefficient $b_n=\int K\phi_n\hat T\,dR$ obeys $sb_n=-\lambda_nb_n+\phi_n(0)\hat P(0)$. Summing $\hat T(0)=\sum_nb_n\phi_n(0)$ gives
\begin{equation}
Z(0,s)=\sum_n\frac{w_n^2}{s+\lambda_n},\quad
a(t)=\sum_n\frac{w_n^2}{\lambda_n}\left(1-e^{-\lambda_nt}\right),\quad w_n=\phi_n(0).
\label{modes}
\end{equation}

Keep the $N$ slowest modes and seek a ladder with the same impedance: capacitors $C_j$ from node $j$ to ambient, resistors $R_j$ from node $j$ to node $j+1$, and the last resistor to ambient. In the rest of this construction $R_j$ and $C_j$ denote these rungs, not the layers. The heat balance of node $j$ is
\begin{equation}
sC_jT_j=\frac{T_{j-1}-T_j}{R_{j-1}}-\frac{T_j-T_{j+1}}{R_j}+\delta_{j1}\hat P,
\end{equation}
without the first term on the right for $j=1$, and with $T_{N+1}=0$. Substituting $T_j=y_j/\sqrt{C_j}$ and dividing by $\sqrt{C_j}$ turns this into $(s+J)y=e_1\hat P/\sqrt{C_1}$, where $e_1$ is the first unit vector and $J$ is symmetric and tridiagonal, with diagonal $\alpha_j$ and off-diagonal $-\beta_j$:
\begin{equation}
\alpha_1=\frac{1}{R_1C_1},\quad
\alpha_j=\frac{1}{C_j}\left(\frac1{R_{j-1}}+\frac1{R_j}\right)\ (j>1),\quad
\beta_j=\frac{1}{R_j\sqrt{C_jC_{j+1}}}.
\end{equation}
The ladder impedance is $T_1/\hat P=[(s+J)^{-1}]_{11}/C_1$. The truncated modal sum is $w^{T}(s+\Lambda)^{-1}w$, with $\Lambda$ the diagonal matrix of the $\lambda_n$. The Lanczos recursion started from $w/|w|$ rotates $\Lambda$ into tridiagonal form, and the sum becomes $|w|^2[(s+J)^{-1}]_{11}$. Comparison gives the rungs one after another:
\begin{align}
C_1&=\frac{1}{|w|^2},& R_1&=\frac{1}{\alpha_1C_1},\nonumber\\
C_{j+1}&=\frac{1}{R_j^2C_j\beta_j^2},&
\frac{1}{R_{j+1}}&=\alpha_{j+1}C_{j+1}-\frac{1}{R_j}.
\end{align}
Adding up the rungs gives a staircase that approximates $C(R)$; the curve is drawn through the middle of each capacitance step. Averaged over $R$ from 1\% of the total resistance to the middle of the base, its error falls from 0.28\% of the total capacitance with 30 modes to about 0.065\% with 120. Most of this error is an offset along $R$. At $s=0$ the rung resistances add up to the truncated sum of $w_n^2/\lambda_n$, which falls short of $R_t$ by the share of the dropped fast modes, about $3\times10^{-4}$ K/W for 120 modes. That share belongs at the heated face; shifting the 120-mode curve by it lowers the error to about 0.01\%.

Slopes over the middle half of each section, read from the 120-mode curve, are 2.398, 0.0405 and 13.62 J W/K$^2$. They deviate from $ckA^2$ by $-0.08$\%, 1.35\% and 0.11\%. The modes were taken from a fine finite-volume grid; with exact modes the value for the joint is 1.38\%. The deviations depend on where the modal sum is cut off: between 110 and 130 modes they scatter from about $-0.3$\% to 0.5\% for the die and from 0.3\% to 1.5\% for the joint, while that of the base stays between 0.09\% and 0.14\%; with 30 modes it is 1.8\%. The first rung alone gives $C_1/R_1=1.973$ J W/K$^2$, 18\% below the slope of the die. A uniform path explains this. Let its totals be $R_t$ and $C_t$. Its modes are cosines with $w_n^2=2/C_t$ and $\lambda_n=\pi^2(n-\frac12)^2/(R_tC_t)$. Then $C_1=C_t/(2N)$, and $\alpha_1$, the mean of the $N$ values $\lambda_n$, tends to $\pi^2N^2/(3R_tC_t)$ for large $N$. Since $R_1=1/(\alpha_1C_1)$,
\begin{equation}
\frac{C_1}{R_1}=\alpha_1C_1^2\to\frac{\pi^2N^2}{3R_tC_t}\,\frac{C_t^2}{4N^2}
=\frac{\pi^2}{12}\,\frac{C_t}{R_t}=0.822\,K .
\end{equation}
More modes shorten the rung but do not repair its ratio. Although derived for a uniform path, the factor gives 1.974 J W/K$^2$ for the die, close to the value found in the stack. The first rung alone should therefore not be read as a slope. The chords above avoid it, because they start a quarter of the way into each section.

A slope yields an area if $ck$ is known. For the base,
\begin{equation}
A=\sqrt{\frac{K_3}{ck}}=\sqrt{\frac{13.615}{3.4\times10^6\times400}}\ \mathrm{m^2}
=1.0006\ \mathrm{cm^2},
\end{equation}
against the true 1 cm$^2$. The square root halves a small relative error of the slope. If the area is known instead, the slope gives the product $ck$, but not its factors.

The area may vary along the path, provided that the same surfaces stay isothermal at all times and that neighbouring ones are equally far apart everywhere, so that the heat flux is uniform over each. Take a hemispherical shell between radii $r_a=1$ mm and $r_b=5$ mm, made of the material of the base, heated uniformly on its inner surface and insulated on its flat face. The isotherms are hemispheres with $A=2\pi r^2$, so that
\begin{equation}
R=\frac{1}{2\pi k}\left(\frac1{r_a}-\frac1r\right),\quad
C=\frac{2\pi c}{3}(r^3-r_a^3),\quad
K=4\pi^2ck\,r^4 .
\end{equation}
The slope rises from 0.0537 J W/K$^2$ at the inner surface to 33.6 at the outer one, a factor $5^4=625$, although the material is the same throughout. At $r=2$ mm the difference quotient of $C$ and $R$ gives 0.859 J W/K$^2$, equal to $ckA^2$.

The impedance of the shell can be found without using $K(R)$. In the radius, $r\hat T$ obeys $(r\hat T)''=\kappa^2r\hat T$, with primes now meaning $d/dr$ and $\kappa=\sqrt{sc/k}$. The solution that vanishes at $r_b$ is $\hat T\propto\sinh[\kappa(r_b-r)]/r$. Dividing it by $\hat P=-2\pi kr^2\hat T'$ at $r_a$ gives
\begin{equation}
Z=\frac{1}{2\pi kr_a\left\{1+\kappa r_a\coth[\kappa(r_b-r_a)]\right\}} .
\end{equation}
Integrating (\ref{riccati}) with the shell's $K(R)$ gives the same numbers, 0.31548 K/W at $s=1\ \mathrm{s^{-1}}$ and 0.20690 K/W at $100\ \mathrm{s^{-1}}$. For $\kappa(r_b-r_a)\gg1$ the hyperbolic cotangent is close to one, and $1/(sZ^2)\simeq K(0)\,[1+1/(\kappa r_a)]^2$. The limit (\ref{K1}) is now approached as a power of $s$, not exponentially. At $s=100\ \mathrm{s^{-1}}$, where $\kappa r_a=0.92$, the estimate is 0.234 J W/K$^2$, more than four times the true surface slope.

The assumptions mark where the reading fails. If the sides lose heat $gT$ per unit length, the energy balance gains this term and (\ref{riccati}) becomes $dZ/dR=-1+(sK+gkA)Z^2$. At $s=0$ the impedance then grows by less than $dR$ per step towards the heated face, so the apparent total resistance is too small. If $k$ or $c$ changes with temperature, the equations are no longer linear and one impedance does not describe all power levels. Where a narrow die meets a much wider base, heat spreads sideways and the plane cross-sections are not isothermal. A curve can still be constructed from the measured response, but its slope is then an effective quantity, and inserting the geometric area in $ckA^2$ is not justified. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
THREE-SECTION STACK (slope unit: J W/K^2)
die: k = 150 W/(m K), c = 1.60e+06 J/(m^3 K), A = 1.0 cm^2, L = 0.500 mm
  R = 0.03333 K/W, C = 0.0800 J/K, c k A^2 = 2.4000
  layer removal: R = 0.03333 K/W, slope = 2.4000
  ladder chord slope = 2.3981, deviation = -0.08 %
joint: k = 2 W/(m K), c = 2.00e+06 J/(m^3 K), A = 1.0 cm^2, L = 0.050 mm
  R = 0.25000 K/W, C = 0.0100 J/K, c k A^2 = 0.0400
  layer removal: R = 0.25000 K/W, slope = 0.0400
  ladder chord slope = 0.0405, deviation = 1.35 %
base: k = 400 W/(m K), c = 3.40e+06 J/(m^3 K), A = 1.0 cm^2, L = 2.000 mm
  R = 0.05000 K/W, C = 0.6800 J/K, c k A^2 = 13.6000
  layer removal: R = 0.05000 K/W, slope = 13.6000
  ladder chord slope = 13.6151, deviation = 0.11 %
total R = 0.33333 K/W, total C = 0.7700 J/K
s = 1 1/s: Z finite volume = 0.324628, exact = 0.324628, twin = 0.324628 K/W
s = 100 1/s: Z finite volume = 0.098929, exact = 0.098929, twin = 0.098929 K/W
s = 1000 1/s: Z finite volume = 0.021624, exact = 0.021624, twin = 0.021624 K/W
twin joint: k = 8 W/(m K), c = 5.00e+05 J/(m^3 K), L = 0.200 mm
reversed stack at s = 1000 1/s: Z = 0.008575 K/W
early time = 0.20 ms
step response per watt: modes = 0.010301, formula = 0.010301 K/W
slope from early response = 2.4000 J W/K^2
ladder with 30 modes: mean curve error = 0.279 % of total C
ladder with 120 modes: mean curve error = 0.065 % of total C
first rung C/R with 120 modes = 1.9729 J W/K^2
base area read from ladder slope = 1.0006 cm^2
HEMISPHERICAL SHELL
k = 400 W/(m K), c = 3.40e+06 J/(m^3 K), radii = 1.0 and 5.0 mm
total R = 0.31831 K/W, total C = 0.88300 J/K
at r = 2.0 mm: dC/dR = 0.85905, c k A^2 = 0.85905 J W/K^2
c k A^2 at r = 1.0 mm: 0.05369 J W/K^2
c k A^2 at r = 5.0 mm: 33.55665 J W/K^2
s = 1 1/s: Z from K(R) = 0.3154752, radial = 0.3154752 K/W
s = 100 1/s: Z from K(R) = 0.2068979, radial = 0.2068979 K/W
\end{verbatim}
